# Multiple reflections and the infrared measurement of oxygen in silicon

## Problem

Interstitial oxygen in silicon absorbs infrared light near a photon energy of 0.137 eV. Its absorption coefficient $\alpha$ can be found by comparing two wafers: one contains oxygen, the other does not. If $T$ and $T_{\rm ref}$ are their transmittances and $d$ is their common thickness, the simplest reading of the data is

$$
\alpha_{\rm app}=\frac{1}{d}\ln\frac{T_{\rm ref}}{T}.
$$

This is the Beer-Lambert law applied as if the light crossed each wafer once. Both faces are polished and parallel, the light arrives at normal incidence, and each face has intensity reflectance $R=0.30$. Interference fringes are not resolved.

(a) Find the transmittance of a wafer, including all internal reflections.

(b) Suppose that the reference wafer does not absorb at all. By what fraction of the true value does $\alpha_{\rm app}$ differ from $\alpha$ when the absorption is weak?

(c) Silicon without oxygen still absorbs through its lattice vibrations. How does this change the answer, and how can the true $\alpha$ be recovered?

Intensity inside the material falls as $e^{-\alpha z}$, and logarithms are natural. In atomic units $\alpha$ is in inverse bohr and $d$ in bohr. The algebra needs only their product, the optical depth $x=\alpha d$, which is dimensionless. Numerical values are given in eV and cm.

## Hints

**Hint 1.** Follow one beam. It enters, crosses the wafer, and at the far face partly leaves and partly turns back. What factor does its intensity gain in one complete round trip?

**Hint 2.** Adding intensities needs a justification, because the waves do interfere. Add the amplitudes first, then average the transmitted intensity over the optical phase.

**Hint 3.** Surface losses are present in both wafers. Ask which of them cancel in $T_{\rm ref}/T$, and which factor still depends on $x$.

**Hint 4.** For weak absorption, the fractional loss of a ray is proportional to the distance it travels in the wafer. What is the mean number of passes made by the light that reaches the detector?

**Hint 5.** For part (c), put the total optical depth into the transmittance of each wafer. The transmittance formula is a quadratic equation for the single-pass attenuation.

## Full solution

### (a) The transmittance

Take unit incident intensity. A fraction $1-R$ enters, one pass multiplies it by $e^{-x}$, and a fraction $1-R$ of what arrives leaves through the far face. The direct ray therefore contributes $(1-R)^2e^{-x}$.

A ray that makes one more round trip is reflected twice, which gives $R^2$, and crosses the wafer twice more, which gives $e^{-2x}$. After $m$ extra round trips the contribution is

$$
T_m=(1-R)^2e^{-x}\left(R^2e^{-2x}\right)^m .
$$

The ratio of successive terms is less than one, so the geometric series can be summed:

$$
T(x)=\sum_{m=0}^{\infty}T_m
=\frac{(1-R)^2e^{-x}}{1-R^2e^{-2x}}. \tag{1}
$$

To see when intensities may be added, start from amplitudes. Let $\phi$ be the optical phase of one pass. The amplitude is then multiplied by $e^{i\phi-x/2}$ in each pass, since intensity is the squared modulus of amplitude. Let $r$ be the amplitude reflection coefficient from inside. For a real refractive index $n$,

$$
r=\frac{n-1}{n+1},\qquad r^2=R .
$$

The product of the amplitude transmission coefficients for entering and leaving is

$$
\frac{2}{n+1}\,\frac{2n}{n+1}=\frac{4n}{(n+1)^2}=1-r^2=1-R .
$$

The transmitted amplitude is again a geometric series:

$$
t=(1-R)e^{i\phi-x/2}\sum_{m=0}^{\infty}\left(Re^{-x}e^{2i\phi}\right)^m
=\frac{(1-R)e^{i\phi-x/2}}{1-Re^{-x}e^{2i\phi}} .
$$

Its squared modulus is the coherent transmittance,

$$
T_{\rm coh}(\phi)=\frac{(1-R)^2e^{-x}}{\left|1-q e^{2i\phi}\right|^2},
\qquad q=Re^{-x}. \tag{2}
$$

Now average over $\phi$. Writing the denominator as a product of two series gives

$$
\frac{1}{|1-qe^{2i\phi}|^2}
=\sum_{m,l=0}^{\infty}q^{m+l}e^{2i(m-l)\phi}.
$$

A uniform average removes every term with $m\ne l$. What remains is $\sum_m q^{2m}=1/(1-q^2)$, and equation (1) follows. "Incoherent" thus means that the detector averages the transmitted intensity uniformly over the fringes.

One approximation was made: absorption was left out of the surface coefficients. It gives the index an imaginary part $\kappa=\alpha\lambda/(4\pi)$, where $\lambda$ is the vacuum wavelength, here about $9\times10^{-4}$ cm. For $\alpha=1$ cm$^{-1}$, $\kappa$ is about $7\times10^{-5}$. The reflectance becomes $[(n-1)^2+\kappa^2]/[(n+1)^2+\kappa^2]$, so it changes only at order $\kappa^2$, which is negligible here.

### (b) The naive comparison

For a transparent reference, setting $x=0$ in equation (1) gives

$$
T_{\rm ref}=\frac{(1-R)^2}{1-R^2}=\frac{1-R}{1+R}.
$$

Divide this by $T(x)$:

$$
\frac{T_{\rm ref}}{T}
=\frac{(1-R)^2}{1-R^2}\,
\frac{1-R^2e^{-2x}}{(1-R)^2e^{-x}}
=e^x\,\frac{1-R^2e^{-2x}}{1-R^2}.
$$

The factor $(1-R)^2$ for entering and leaving cancels. The denominator produced by the internal reflections does not, because absorption weakens the returning rays. The apparent optical depth is

$$
x_{\rm app}=\ln\frac{T_{\rm ref}}{T}
=x+\ln\frac{1-R^2e^{-2x}}{1-R^2}. \tag{3}
$$

Define the excess relative to the true value by $\varepsilon=(x_{\rm app}-x)/x$. To expand it, put $P=R^2$ and $F(x)=\ln(1-Pe^{-2x})$. Then

$$
F'(x)=\frac{2Pe^{-2x}}{1-Pe^{-2x}}=\frac{2P}{e^{2x}-P},
\qquad
F''(x)=-\frac{4Pe^{2x}}{(e^{2x}-P)^2}.
$$

Since $x_{\rm app}-x=F(x)-F(0)$, Taylor's theorem gives

$$
\varepsilon=\frac{2R^2}{1-R^2}
-\frac{2R^2}{(1-R^2)^2}\,x+O(x^2). \tag{4}
$$

The weak-absorption limit for $R=0.30$ is

$$
\varepsilon_0=\frac{2(0.09)}{1-0.09}=\frac{0.18}{0.91}=0.198 .
$$

The naive comparison therefore overestimates weak absorption by about 20 percent of its true value. Equivalently,

$$
\frac{\alpha_{\rm app}}{\alpha}\longrightarrow
\frac{1+R^2}{1-R^2}=1.198 .
$$

As an independent test, the electromagnetic boundary conditions were solved numerically with a complex index at $x=10^{-4}$. Averaging the transmitted intensity over 64 equally spaced phases gave an excess of 19.78 percent, in agreement with the limit.

**Where the extra absorption comes from.** The ray with $m$ extra round trips makes $2m+1$ passes. In a transparent wafer its share of the transmitted intensity is $(1-P)P^m$. Using $\sum_m mP^m=P/(1-P)^2$, the mean number of passes is

$$
\langle 2m+1\rangle
=1+2(1-P)\frac{P}{(1-P)^2}
=1+\frac{2P}{1-P}
=\frac{1+R^2}{1-R^2}.
$$

This is the apparent slope because $T$ is a sum of terms proportional to $P^me^{-(2m+1)x}$. The derivative $-d\ln T/dx$ at $x=0$ is the average of $2m+1$ with those weights. The detected light has crossed the wafer 1.198 times on average, while the naive formula assigns it one crossing.

**Stronger absorption.** The excess can also be written as

$$
\varepsilon(x)=\frac{1}{x}\int_0^x\frac{2P}{e^{2s}-P}\,ds .
$$

The integrand decreases with $s$, so its average decreases with $x$ and lies below its value at $s=0$. Within this model, the 19.8 percent is thus an upper limit for $R=0.30$. When $x$ is large, the returning rays are extinguished and $x_{\rm app}-x$ tends to the constant $-\ln(1-R^2)=0.094$. The relative error then falls as $1/x$.

**A finite example.** Take $d=0.05$ cm and $\alpha=1$ cm$^{-1}$, so that $x=0.05$. Equation (4) predicts

$$
\varepsilon\simeq0.1978-0.2174(0.05)=0.187 .
$$

The full transmittances are $T_{\rm ref}=0.53846$ and $T=0.50742$, so

$$
\alpha_{\rm app}=\frac{1}{0.05\ {\rm cm}}
\ln\frac{0.53846}{0.50742}=1.187\ {\rm cm}^{-1}.
$$

This is $1.187\times10^{-8}$ inverse angstrom. The excess is 18.7 percent, already slightly below the limit.

### (c) A reference that absorbs

Let $x_L$ be the lattice optical depth, equal in both wafers. Their total optical depths are $x_L$ and $x_L+x$. Equation (1) then gives

$$
\ln\frac{T(x_L)}{T(x_L+x)}
=x+\ln\frac{1-R^2e^{-2x_L-2x}}{1-R^2e^{-2x_L}} .
$$

This is equation (3) with $R^2$ replaced by $R^2e^{-2x_L}$. The weak-oxygen excess becomes

$$
\varepsilon_0(x_L)=\frac{2R^2e^{-2x_L}}{1-R^2e^{-2x_L}} .
$$

Lattice absorption lowers the excess because it removes part of the light that would have made extra passes. The 20 percent therefore requires $2x_L\ll1$ as well as $2x\ll1$. Calling the reference oxygen-free does not ensure the first condition.

With a rough lattice absorption coefficient of 0.9 cm$^{-1}$ and $d=0.05$ cm, $x_L=0.045$. The transmittances are now 0.51042 for the reference and 0.48142 for the sample. Hence

$$
\alpha_{\rm app}=\frac{1}{0.05\ {\rm cm}}
\ln\frac{0.51042}{0.48142}=1.170\ {\rm cm}^{-1},
$$

or $1.170\times10^{-8}$ inverse angstrom. The excess is 17.0 percent. If the thickness of both wafers is raised to 0.20 cm, with both absorption coefficients and $R$ held fixed, the excess drops to 10.9 percent. Both optical depths have grown, and each weakens the returning rays. A fixed 20 percent correction would be wrong for such wafers.

The remedy is to invert equation (1) for each wafer. Put $y=e^{-x_{\rm tot}}$, where $x_{\rm tot}$ is the total optical depth. Multiplying out the denominator gives

$$
T(1-R^2y^2)=(1-R)^2y
\quad\Longrightarrow\quad
TR^2y^2+(1-R)^2y-T=0 .
$$

The product of the roots is $-1/R^2$, so one root is positive and the other negative. An attenuation must be positive, which selects

$$
y=\frac{-(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}}{2R^2T}. \tag{5}
$$

For the sample, the square root is $\sqrt{0.2401+0.0834}=0.5688$. This gives $y=0.9094$ and $x_{\rm tot}=0.0950$. For the reference, it is $\sqrt{0.2401+0.0938}=0.5778$, so $y=0.9560$ and $x_{\rm tot}=0.0450$. Their difference is 0.0500, and division by the thickness restores $\alpha=1.000$ cm$^{-1}$. The subtraction must follow the inversion: subtracting the logarithms of the raw transmittances leaves the multiple-reflection error in place. The inversion needs absolute transmittances and a known $R$. For the present numbers, an error of 0.01 in $R$ shifts $\alpha$ by about 1.7 percent, a common 2 percent scale error in both transmittances shifts it by 0.5 percent, and a 0.1 percent error in one transmittance alone shifts it by 1.7 percent.

### The model and a real wafer

The reflectance 0.30 corresponds to $n=3.42$, which is appropriate for silicon in this part of the infrared. A thickness of 0.05 cm is ordinary for a wafer, and the chosen oxygen absorption, about $3\times10^{17}$ atoms per cm$^3$ by the usual calibration, is low for silicon grown from a crucible. For $5$ to $10\times10^{17}$ cm$^{-3}$ the excess with lattice absorption is about 16.5 to 15 percent. One assumption to check is that both faces are polished: a rough back face can lower the excess to a few percent if the detector rejects the scattered light, as Variation 2 shows. The other effects estimated here are smaller for the present numbers. The percentages below are relative to the true oxygen absorption of 1 cm$^{-1}$.

- **Thickness:** a 1 percent mismatch between the wafers leaves 1 percent of the lattice absorption uncancelled, an error of 0.9 percent after inversion, or about 1 percent in the naive reading. This holds when $d$ is the thickness of the sample; dividing by the thickness of the reference raises the errors to 1.9 and 2.2 percent.
- **Temperature:** a sample 10 K warmer than a reference at 300 K gives an error of about 3 to 4 percent through the lattice absorption alone. Half the photon energy, 68.5 meV, exceeds the highest phonon energy of silicon, about 64.5 meV, so two phonons cannot take up the photon and at least three are created. With phonon occupations $n_i$ the absorption then scales as $(1+n_1)(1+n_2)(1+n_3)-n_1n_2n_3$. This gives 3.3 percent for three equal phonons and 3.6 percent for energies of 59, 59 and 19 meV. The 1.15 percent in the numerical output uses a two-phonon factor and is too low for silicon at this energy. The estimate is rough. It leaves out the change of the oxygen band itself with temperature, which must be assessed separately.
- **Instrumental width:** a Gaussian resolution with a full width at half maximum of $5\times10^{-4}$ eV lowers the peak of a Lorentzian band of rough full width $4\times10^{-3}$ eV by 1.1 percent.
- **Free electrons:** for $4\times10^{14}$ cm$^{-3}$ and a rough mobility of 1400 cm$^2$/Vs, the Drude model with a mass of 0.26 electron masses gives 0.005 cm$^{-1}$, or 0.5 percent. The true value may be several times larger. Equal doping of the two wafers largely removes this contribution.
- **Beam convergence:** a half-angle of 10 degrees outside the wafer lengthens a single pass by at most 0.13 percent.

The bias also affects studies of precipitation. When oxygen leaves interstitial sites to form precipitates, the interstitial band weakens. If both readings, before and after annealing, are weak and use the same reference, both contain nearly the same factor. The absolute loss of interstitial oxygen is then overestimated by that factor, while the fractional loss is nearly unaffected. This assumes that the precipitates themselves neither absorb nor scatter appreciably at the chosen energy. The assumption can fail: compact oxide particles absorb close to this energy, and a rough oscillator model of oxide spheres refills about 15 to 35 percent of the lost absorption, depending on the position and damping assumed for the oxide band. The fractional loss is then read too low, and after inversion so is the absolute loss. In the naive reading the refill works against the multiple-reflection factor: at 15 percent the two nearly cancel, and at 25 percent the absolute loss is read 10 to 13 percent too low.

## Variation 1: resolved fringes

**Question.** What is the weak-absorption excess if the instrument resolves the fringes, and both wafers are read at a transmission maximum, or both at a minimum?

**Solution.** At a maximum $e^{2i\phi}=1$, and equation (2) gives

$$
\ln T_{\rm max}=2\ln(1-R)-x-2\ln(1-Re^{-x}).
$$

Differentiate and change the sign:

$$
-\frac{d\ln T_{\rm max}}{dx}
=1+\frac{2Re^{-x}}{1-Re^{-x}} .
$$

At $x=0$ the excess is $2R/(1-R)=0.857$, or 86 percent. At a minimum $e^{2i\phi}=-1$, which replaces $1-Re^{-x}$ by $1+Re^{-x}$. The excess becomes $-2R/(1+R)=-0.462$, so the naive reading is 46 percent too low. Absorption weakens the internally reflected waves. At a maximum this removes constructive interference and adds to the loss; at a minimum it removes destructive interference and partly offsets the loss.

The order of averaging matters too. For $q<1$,

$$
\ln|1-qe^{2i\phi}|^2
=-2\sum_{m=1}^{\infty}\frac{q^m}{m}\cos(2m\phi),
$$

and its uniform phase average is zero. Averaging $\ln T_{\rm coh}$ over whole fringes therefore gives $2\ln(1-R)-x$, and comparison with the reference returns $x$ without excess. Averaging $T_{\rm coh}$ first and then taking the logarithm gives equation (3). The first procedure requires resolved fringes and an absorption that is constant across each fringe period.

In the 0.05 cm wafer the fringe period is $3.62\times10^{-4}$ eV. A Gaussian resolution function of full width $5\times10^{-4}$ eV smooths the fringes but does not remove them completely. If one wafer is read at a residual maximum and the other at a residual minimum, the worst error is 2.7 percent of the true oxygen absorption. This holds for the naive reading and a collimated beam. It is 2.2 percent after inversion, and 1.7 to 1.8 percent for the naive reading with a uniformly filled 10 degree cone, which dephases the fringes. Lattice absorption was left out. The figure depends on the line shape: a Fourier-transform instrument at this resolution ends its scan before the first echo, at path difference $2nd=0.34$ cm, and then records no fringes.

## Variation 2: a rough back face

**Question.** How does the excess change if the two faces reflect differently, and what does this imply for a rough back face?

**Solution.** Let the internal reflectances be $R_1$ and $R_2$. A round trip now contributes $R_1R_2e^{-2x}$ in place of $R^2e^{-2x}$. The factors for entering and leaving are the same in both wafers and cancel. With a transparent reference, the weak-absorption excess is

$$
\varepsilon_0=\frac{2R_1R_2}{1-R_1R_2}.
$$

Let the back face have Gaussian height variations of root-mean-square size $s$. A height change $h$ alters the internal path by $2h$, and hence the reflected phase by $4\pi nh/\lambda$. The Gaussian average of the phase factor reduces the specular amplitude by $\exp[-\frac12(4\pi ns/\lambda)^2]$. Squaring gives the intensity factor

$$
f=\exp\left[-\left(\frac{4\pi ns}{\lambda}\right)^2\right],
\qquad R_2=Rf .
$$

For $s=1$ nm the excess remains 19.8 percent, so this roughness is negligible. For $s=300$ nm the bracketed ratio is about 1.43 and $f$ is about 0.13. Then $R_1R_2=0.09f$ is about 0.012, and the excess is 2.4 percent. Front reflectance, index and photon energy are held fixed in this comparison.

The estimate counts specular light only. Scattered light can travel farther inside the wafer, and if some of it reaches the detector it adds absorption that this formula does not contain. The formula also treats reflection at the back face and the later exit through it as independent. That requires a lateral correlation length of the roughness well below $\sqrt{2d\lambda/n}$, about 50 µm. For much longer correlation lengths the ray meets the same height twice, and the specular excess falls to about 0.6 percent. Such gentle roughness scatters through small angles, however. In a one-dimensional phase-screen model with collimated incidence, a 10 degree acceptance and a height correlation $\exp(-u^2/L^2)$ at lateral distance $u$, the excess is about 6, 11 and 19 percent for correlation lengths $L$ of 3, 10 and 30 µm. With specular light only, the same model gives 2.3 percent at 3 µm and already about 1.5 percent at 10 µm. There is also a lower limit: the factor $f$ treats the face as locally flat, which needs a correlation length above the wavelength in silicon, $\lambda/n\approx2.6$ µm. For finer roughness the face acts more like a graded layer and the formula does not apply. The 2.4 percent is therefore a rough estimate for correlation lengths of a few µm and a detector that rejects scattered light, and both wafers must have the same back-face finish. If their finishes differ, the surface factors no longer cancel, and the comparison acquires an error that remains even when $x=0$.

The main values used above are collected in the numerical output that follows.

## Table of computed values

```
Surface reflectance: 0.30
Refractive index giving it: 3.422
Photon energy: 0.137 eV
Wafer thickness: 0.05 cm
True oxygen absorption: 1.000 1/cm
Rough lattice absorption: 0.90 1/cm
Oxygen optical depth: 0.0500
Lattice optical depth: 0.0450
Weak-limit excess, formula: 19.78 %
Weak-limit excess, Maxwell: 19.78 %
Mean passes of transmitted light: 1.1978
First-correction coefficient: 0.2174
Transparent reference transmittance: 0.53846
Sample transmittance, no lattice: 0.50742
Excess at this depth, no lattice: 18.74 %
Naive absorption, no lattice: 1.1874 1/cm
The same, converted: 1.1874e-08 1/angstrom
Reference transmittance, with lattice: 0.51042
Sample transmittance, with lattice: 0.48142
Excess, with lattice: 16.99 %
Naive absorption, with lattice: 1.1699 1/cm
The same, converted: 1.1699e-08 1/angstrom
Corrected absorption: 1.0000 1/cm
Thick wafer: 0.20 cm
Excess in thick wafer, with lattice: 10.92 %
Excess at resolved fringe maximum: 85.7 %
Excess at resolved fringe minimum: -46.2 %
Fringe period: 3.623e-04 eV
Instrument resolution, full width: 5.0e-04 eV
Worst residual-fringe error / true: 2.66 %
Rough oxygen band full width: 4.0e-03 eV
Band peak lost by smearing: 1.09 %
Error for 1 % thickness mismatch: 0.90 %
Wafer temperature: 300 K
Error for sample 10 K warmer: 1.15 %
Electron density: 4.0e+14 1/cm3
Rough electron mobility: 1400 cm2/Vs
Rough conductivity mass: 0.26 electron masses
Drude free-carrier absorption: 0.0053 1/cm
Beam half-angle: 10 degrees
Largest one-pass path increase: 0.129 %
Weak excess, 1 nm back roughness: 19.78 %
Weak excess, 300 nm back roughness: 2.39 %
```
